# Recovering a first-order-reversal distribution from noisy switching current

A ferroelectric hafnia capacitor is saturated with a positive field, taken down to a reversal field $E_r$, and then driven up again while the current is recorded. Repeating this for a series of $E_r$ gives a family of first-order reversal curves. The switching fields of the film are encoded in how the current changes from one curve to the next. Extracting them means subtracting nearly equal noisy currents, and the smoothing that tames the noise widens narrow features. How much of a recovered width belongs to the film?

## What the current measures

Describe the film as a set of static, repeatable two-state elements (hysterons). Each switches up when the rising field passes $\alpha$ and down when the falling field passes $\beta<\alpha$. Let $\rho(\alpha,\beta)$ be their density, weighted by polarization, so that its integral is the saturation polarization $P_s$.

After the descent to $E_r$, the elements with $\beta>E_r$ are down. During the rise to $E>E_r$, those with $\alpha<E$ have returned. An element that is down contributes $-1$ instead of $+1$ times its weight, so

$$P(E_r,E)=P_s-2\int_{E}^{\infty}\!d\alpha\int_{E_r}^{\infty}\!d\beta\,\rho(\alpha,\beta).$$

Differentiating a lower limit gives minus the integrand. Hence

$$j\equiv\frac{\partial P}{\partial E}=2\int_{E_r}^{\infty}\rho(E,\beta)\,d\beta,\qquad \rho(E,E_r)=-\frac12\frac{\partial j}{\partial E_r}.$$

Explicit switching histories of a hysteron set reproduce this inversion within 0.59% of the local density; finite differencing cells average over a curved density, so a small difference is expected.

With electrode area $A$ and sweep rate $r=dE/dt$, the switching current is $I=Arj$. The current already contains the $E$ derivative, so one derivative remains to be taken. A dielectric or leakage current that depends on $E$ alone is the same on every curve and drops out of $\partial/\partial E_r$.

The example uses round model parameters, with line widths chosen for illustration rather than taken from a measured film, in the customary units: fields in MV/cm, polarization in µC/cm², and densities in D = µC/cm² per (MV/cm)². The density is a product of Gaussians centred at $\alpha=1.20$ and $\beta=-1.00$, with standard deviations $s_\alpha=0.100$ and $s_\beta=0.060$ MV/cm, and $P_s=20$ µC/cm². Its peak is

$$\rho_0=\frac{P_s}{2\pi s_\alpha s_\beta}=\frac{20}{2\pi(0.100)(0.060)}=530.5\ \mathrm{D}.$$

Both fields are sampled in steps $h=0.010$ MV/cm. The peak of $j$ is 159.6 µC/cm² per MV/cm, and each sample carries independent noise $\sigma=8.0$ in the same unit. For $A=10^{-4}$ cm² and $r=1.2\times10^4$ MV/cm/s, these are a current of 191.5 µA and a noise of 9.6 µA.

## The naive difference and its repair

The direct estimate is

$$\hat\rho=-\frac{j(E,E_r+h)-j(E,E_r-h)}{4h}.$$

Two independent errors add in variance, so its noise is $\sqrt2\,\sigma/(4h)=\sigma/(2\sqrt2\,h)$. At fixed $\sigma$, a finer grid makes it worse. More points must share the work.

Take a square window of $n=2m+1$ points per side, with offsets $x=ah$ along $E$ and $y=bh$ along $E_r$, where $a,b=-m,\dots,m$. Fit a full quadratic surface by least squares. The term $y$ is odd in $b$ and even in $a$. Each of the terms $1,x,x^2,xy,y^2$ has a different parity in $a$ or $b$, so its product with $y$ sums to zero over the window. The slope therefore decouples from the other coefficients:

$$\hat\rho=-\frac12\frac{\sum_{ab}bh\,j_{ab}}{\sum_{ab}b^2h^2}=-\frac{1}{2hnS}\sum_{ab}b\,j_{ab},$$

$$S=\sum_{b=-m}^{m}b^2=\frac{m(m+1)(2m+1)}3=\frac{n(n^2-1)}{12}.$$

For white noise the squared weights sum to $nS/(2hnS)^2$, so

$$\sigma_\rho^2=\frac{\sigma^2}{4h^2nS},\qquad \sigma_\rho=\frac{\sqrt3\,\sigma}{h\,n\sqrt{n^2-1}}.$$

For $m=1$ this averages three of the naive differences and leaves 163.3 D, 31% of the true peak. For $m=6$, $n=13$, it gives $\sqrt3(8.0)/(0.010\cdot13\sqrt{168})=8.2$ D.

Not all noise averages this way. Suppose each reversal curve also has an independent offset of standard deviation $\sigma_d$. The offset is common to all $n$ points along $E$, so the sum becomes $n\sum_b b\,\delta_b$, with variance $n^2S\sigma_d^2$. Then

$$\sigma_\rho^2=\frac{\sigma^2/n+\sigma_d^2}{4h^2S}.$$

Averaging along $E$ reduces only the first part. With $\sigma_d=1.0$, one eighth of $\sigma$, the $m=6$ noise rises from 8.2 to 9.02 D; random sampling gives 9.07 D.

## What the window does to a line

For any smooth function $f$ of $E_r$, pair the terms $b$ and $-b$:

$$\frac{1}{hS}\sum_b b f(y+bh)=\frac1{hS}\sum_{b=1}^{m}b\int_{-bh}^{bh}f'(y+u)\,du=\int K(u)f'(y+u)\,du.$$

The kernel $K$ is a stack of boxes, box $b$ having half-width $bh$ and height $b/(hS)$. It is nonnegative, and its area is $2\sum_{b=1}^m b^2/S=1$. The fitted slope is thus a weighted average of the true derivative. Between $|u|=ph$ and $(p+1)h$ the boxes with $b>p$ contribute

$$K=\frac{m(m+1)-p(p+1)}{2hS}=\frac{(m+\frac12)^2-(p+\frac12)^2}{2hS},$$

a staircase that ends at $|u|=mh$. The midpoints of its steps, at $|u|=(p+\tfrac12)h$, lie on a parabola that reaches zero at $|u|=w=(m+\tfrac12)h$; this $w$ is used below as the half-width of the window.

A box of half-width $bh$ and unit height has second moment $2(bh)^3/3$. Summing the boxes, and using $\sum b^4/\sum b^2=(3m^2+3m-1)/5$,

$$v_r=\frac{h^2}{3}\frac{\sum_b b^4}{\sum_b b^2}=\frac{h^2(3m^2+3m-1)}{15}=\frac{h^2(3n^2-7)}{60}.$$

Along $E$ the fit is a plain mean over $n$ points, which adds

$$v_e=\frac{h^2}{n}\sum_a a^2=\frac{h^2(n^2-1)}{12}.$$

These variances add to those of the film whatever the line shape. The recovered map is $\rho$ averaged with a symmetric kernel: a contribution at $z$ appears at $z-u$, and

$$\langle(z-u-\bar z)^2\rangle=\langle(z-\bar z)^2\rangle+\langle u^2\rangle,$$

since $\langle u\rangle=0$ and $u$ is independent of $z$. The second moments must be finite, and the whole feature with its windows must lie inside the data, at $E>E_r$. On a sampled map the moments are sums, so the line must also be resolved by the grid. A test density that is Gaussian along $E$ and skewed along $E_r$, where the narrower of its two components has a standard deviation of 1.5 steps, obeys both laws.

Noise and broadening are now tied together. For large $n$,

$$\sigma_\rho v_r\to\frac{\sqrt3\,\sigma}{hn^2}\,\frac{3h^2n^2}{60}=\frac{\sqrt3\,\sigma h}{20}.$$

This is 0.006928 µC/cm² here, and the $m=40$ window gives 0.006926. For the square window, where both sides shrink together, halving the artificial standard deviation $\sqrt{v_r}$ therefore costs a factor of four in noise. If only the $E_r$ side shrinks, the noise scales as $S^{-1/2}\propto n^{-3/2}$ and the factor is $2^{3/2}\simeq2.8$. The product falls if $h$ is reduced at fixed $\sigma$, but that requires more samples and more reversal curves.

## Does integrating the current first help?

One may integrate the current to $P$ and fit the mixed derivative instead. By the same parity argument, $\hat\rho=-\sum_{ab}ab\,P_{ab}/(2h^2S^2)$. Let $P$ be the running sum of current bins, each multiplied by $h$. A bin $l$ enters every later point of the window, so its weight is

$$T_l=\sum_{a=l}^{m}a=\frac{(m+l)(m+1-l)}2=\frac{p(n-p)}2,\qquad p=m+l=1,\dots,2m.$$

Expanding the square and inserting the power sums up to $n-1$,

$$\sum_p p^2(n-p)^2=n^5\!\left(\tfrac13-\tfrac12+\tfrac15\right)+n^4\!\left(-\tfrac12+1-\tfrac12\right)+n^3\!\left(\tfrac16-\tfrac12+\tfrac13\right)-\tfrac n{30}=\frac{n(n^4-1)}{30}.$$

Thus $\sum T_l^2=n(n^4-1)/120$. The noise variance of $\hat\rho$ is $\sigma^2h^2S\sum T_l^2/(4h^4S^4)$. Divided by the direct result $\sigma^2/(4h^2nS)$, it is

$$\frac{n\sum T_l^2}{S^2}=1.2\,\frac{n^2+1}{n^2-1}.$$

For $m=6$ the ratio is 1.2143. In return, if each bin holds the mean current over its step, the kernel along $E$ becomes parabolic and adds $v_r$ instead of the larger $v_e$. Integration followed by differentiation is a modest change of window, not a second noise catastrophe.

The case is different if $P$ itself carries independent noise $\sigma_P$ at each point. Then $\sigma_\rho=\sigma_P/(2h^2S)$, which falls as $n^{-3}$ but starts high: for $\sigma_P=0.20$ µC/cm² it is 500 D at $m=1$, nearly the peak itself, and 5.49 D at $m=6$.

## Choosing the window

For windows narrow compared with the peak, expand $\rho$ to second order under the kernel. The odd terms vanish and the bias is $\frac12(v_r\,\partial_{E_r}^2\rho+v_e\,\partial_E^2\rho)$. At the top of the Gaussian the two curvatures are $-\rho_0/s_\beta^2$ and $-\rho_0/s_\alpha^2$. With $nh=2w$, large $n$ gives $v_r\simeq w^2/5$ and $v_e\simeq w^2/3$, so

$$|\text{bias}|\simeq cw^2,\quad c=\frac{\rho_0}2\left(\frac1{5s_\beta^2}+\frac1{3s_\alpha^2}\right);\qquad \sigma_\rho\simeq\frac d{w^2},\quad d=\frac{\sqrt3\,\sigma h}{4}.$$

The mean square error $c^2w^4+d^2w^{-4}$ is stationary when $4c^2w^3=4d^2w^{-5}$, hence

$$w^4=d/c,$$

where bias and noise are equal in size. Here $w=0.0348$ MV/cm, so $m=w/h-\frac12\simeq3$. A scan of the mean square error also selects $m=3$, with a bias of −26.7 D and a noise of 28.6 D. At $m=2$ they are −13.4 and 56.6 D; at $m=4$, −43.7 and 17.2 D.

Among square quadratic windows this one is best for the peak height, with a root-mean-square error of 39 D; a cubic surface (below) with $m=7$ lowers it to 21 D. A width can use a larger one, because its main systematic error is known and can be removed. With $m=6$ the added standard deviations are 0.0374 MV/cm along $E$ and 0.0289 along $E_r$. Gaussian fits to 40 noisy maps give mean widths of 0.1070 and 0.0668 MV/cm, too large by 7% and 11%. Subtracting in quadrature,

$$\sqrt{0.1070^2-0.0374^2}=0.1002,\qquad\sqrt{0.0668^2-0.0289^2}=0.0602\ \text{MV/cm},$$

against true values of 0.100 and 0.060. The scatter of a single map is about 0.001 MV/cm in either width. The correction is approximate in this use, since a Gaussian fit does not measure a second moment when the smoothed peak is not Gaussian.

## A narrow line

Now let $s_\beta=0.015$ MV/cm, with all else unchanged. The full width at half maximum (FWHM) along $E_r$ is 0.0353 MV/cm and the true peak is 2122 D. Quadratic windows give the following, with widths along $E_r$ in MV/cm and height relative to the true peak.

| $m$ | SD | FWHM | height | noise (D) |
|---|---|---|---|---|
| 1 | 0.0161 | 0.0380 | 0.928 | 163.3 |
| 2 | 0.0184 | 0.0446 | 0.793 | 56.6 |
| 4 | 0.0249 | 0.0655 | 0.543 | 17.2 |
| 6 | 0.0325 | 0.0914 | 0.385 | 8.2 |
| 8 | 0.0407 | 0.1190 | 0.287 | 4.8 |

At $m=6$ the map looks clean, yet the FWHM is 2.6 times too large and more than 60% of the height is gone. The standard deviation is mostly instrumental: $\sqrt{0.015^2+0.0289^2}\simeq0.033$.

Subtraction is still exact for the second moment of a noise-free map. On a noisy map the moment weights the empty tails heavily: at $m=6$ the corrected width scatters by about 0.0025 MV/cm when the sum covers $\pm0.12$ MV/cm along $E_r$, and over $\pm0.2$ MV/cm the corrected variance comes out negative in roughly one map in six. With a Gaussian fit it fails: at $m=6$ even the noise-free profile gives a corrected width of 0.021 MV/cm instead of 0.015. From $s^2=s_{\rm app}^2-v_r$, a small error obeys $\delta s=(s_{\rm app}/s)\,\delta s_{\rm app}$, an amplification of $0.0325/0.015\simeq2.2$. Nor can it restore structure: two sharp lines and one broad line of equal variance give the same corrected number.

## A cubic surface

A cubic fit reproduces $j=y^3$ and $j=x^2y$, whose $y$ slopes vanish at the window centre. Written as averages of the true derivative, these slopes are proportional to the kernel's second moments along $E_r$ and $E$. Both moments must therefore vanish, so the added variance is zero. A kernel of unit area can achieve this only with negative parts.

The price in noise follows from orthogonal polynomials. On a large window scaled to $[-1,1]^2$, the slope variance is proportional to $\sum_k[\partial_yp_k(0)]^2/\|p_k\|^2$. With Legendre polynomials $L_k$, the quadratic fit has one contributing term, $L_1(y)$, giving $1/(4/3)=3/4$. The cubic fit adds $L_3(y)$ and $L_2(x)L_1(y)$:

$$\frac{(3/2)^2}{4/7}+\frac{(1/2)^2}{4/15}=\frac{63}{16}+\frac{15}{16}=\frac{39}{8}.$$

The total is $45/8$, which is 7.5 times the quadratic value; the $m=40$ window gives 7.507.

On the narrow line, the cubic fit with $m=6$ yields a FWHM of 0.0576 MV/cm, a relative height of 0.675, a noise of 23.0 D, and a negative lobe of −2.8% of the true peak. The variance is preserved while the visible line is broadened, because the lobes subtract from the second moment what the wider core adds. Zero added variance is not perfect resolution.

## Regularization as another window

Instead of fitting locally, one can seek a density along $E_r$ that explains the data without becoming large. Place $\rho_{i+1/2}$ between the reversal fields, let $g_i=c_0+2h\sum_{k\ge i}\rho_{k+1/2}$ be the model of $j_i$ with a free constant $c_0$, and minimize

$$\sum_i(j_i-g_i)^2+\lambda\sum_i\rho_{i+1/2}^2.$$

Since $\rho_{i+1/2}=(g_i-g_{i+1})/(2h)$, the penalty is $q\sum_i(g_{i+1}-g_i)^2$ with $q=\ell^2/h^2$ and $\ell^2=\lambda/4$. Setting the derivative with respect to $g_i$ to zero gives, away from the ends,

$$g_i-q(g_{i+1}-2g_i+g_{i-1})=j_i.$$

A wave $e^{i\theta k}$, with $k$ the curve index, is multiplied by $G=1/(1+q\tau)$, where $\tau=2-2\cos\theta$. At small $\theta$, $G\simeq1-q\theta^2$. Comparison with $1-\frac12\langle k^2\rangle\theta^2$ gives a variance $2qh^2=2\ell^2$. The final difference averages the derivative over one step, adding $h^2/12$, so the total is $2\ell^2+h^2/12$.

For the noise, the difference multiplies the power by $\tau/(4h^2)$. The standard integral $\langle1/(a-b\cos\theta)\rangle=(a^2-b^2)^{-1/2}$, with $a=1+2q$ and $b=2q$, gives $\langle1/(1+q\tau)\rangle=(1+4q)^{-1/2}$. Minus its $q$ derivative is the average needed:

$$\sigma_\rho^2=\frac{\sigma^2}{4h^2}\left\langle\frac{\tau}{(1+q\tau)^2}\right\rangle=\frac{\sigma^2}{2h^2}(1+4q)^{-3/2}.$$

Averaging $n$ samples along $E$ divides this by $n$. For $q\to0$ it is the noise of a simple one-step difference. For $\ell\gg h$ it becomes $\sigma^2h/(16\ell^3)$, and the kernel becomes $e^{-|u|/\ell}/(2\ell)$.

With equal averaging along $E$, the large local window has $\sigma^2/(4h^2S)\simeq3\sigma^2h/(8w^3)$. The ratio of regularized to local noise is therefore $\sqrt{(w/\ell)^3/6}$. Its value depends on what is held equal:

- Equal added variance means $2\ell^2=w^2/5$, so $w=\sqrt{10}\,\ell$ and the ratio is 2.296.
- Equal kernel FWHM means $2\ell\ln2=\sqrt2\,w$, so $w=\sqrt2\ln2\,\ell$ and the ratio is 0.396.

At $m=20$ the computed ratios are 2.289 and 0.396. The order of merit reverses because the exponential has a sharp cusp and long tails: the tails weigh heavily in the variance and hardly affect the FWHM.

On the narrow line, matching the added variance of $m=6$ requires $\ell=0.0203$ MV/cm. The noise is then 18.3 D instead of 8.2 D, but the FWHM is 0.057 to 0.059 MV/cm, depending on where the line falls between samples, instead of 0.091. A claim that one method resolves better is incomplete without its measure of width.

## The resulting procedure

1. Divide the current by $Ar$, place it on a uniform grid, and discard windows that cross $E=E_r$.
2. Estimate $\sigma$ and $\sigma_d$ from repeated curves. If the gridding interpolates between samples, neighbouring values are correlated and the white-noise formula can give too small a $\sigma_\rho$. In that case, take $\sigma_\rho$ from the scatter of the difference between two repeated maps, divided by $\sqrt2$.
3. Make a pilot map, correct its widths, and obtain $w$ from $w^4=d/c$. Repeat once if the widths change much. If $\sigma_d$ matters, minimize the error with the full noise formula instead.
4. Report the map with $\sigma_\rho$, $v_r$ and $v_e$. Correct fitted widths by subtraction, and repeat with another window: corrected widths that drift beyond their scatter show that the fitted peak shape is inadequate. This happens even for a Gaussian film when the window is wide compared with the line; a smaller window then helps.
5. For regularized maps, report $\ell$ and the kernel FWHM as well.

No choice of window repairs a film that changes during the measurement. Real cycling can also shift and reshape the distribution; the simplest case, a change of amplitude alone, already shows the artefact. If wake-up or fatigue multiplies the response by a slowly varying factor $1+\epsilon(E_r)$, the product rule gives

$$-\frac12\frac{\partial}{\partial E_r}\big[(1+\epsilon)j\big]=(1+\epsilon)\rho-\frac12\epsilon'j.$$

The last term survives at reversal fields below all the $\beta$, where $\rho=0$ but $j$ has its full value. It appears as a band at the up-switching field, extended along $E_r$, and can be mistaken for a population of hysterons. Measuring the reversal curves in a shuffled order turns this smooth drift into curve-to-curve scatter, which repeated curves can reveal. The scatter can exceed the band it replaces, so shuffling exposes the drift rather than removing it. Circuit delay and rate-dependent switching also violate the static model; repeating the map at another sweep rate checks for them.

## Computed results

```
P_s = 20.0 uC/cm^2; grid step h = 0.010 MV/cm
centres alpha, beta = 1.20, -1.00 MV/cm
true widths alpha, beta = 0.100, 0.060 MV/cm
map: 101 reversal curves x 161 fields
area = 1.0e-04 cm^2; sweep = 1.20e+04 MV/cm/s
peak j = 159.6, noise = 8.0 uC/cm^2 per MV/cm
peak current = 191.5 uA
current noise = 9.6 uA
hysteron test, largest density error = 0.59 %
Density unit D = uC/cm^2 per (MV/cm)^2
true broad peak = 530.5 D
best half-width w = 0.0348 MV/cm; scanned best m = 3
broad peak m=1: bias -4.2 D, noise 163.3 D
broad peak m=2: bias -13.4 D, noise 56.6 D
broad peak m=3: bias -26.7 D, noise 28.6 D
broad peak m=4: bias -43.7 D, noise 17.2 D
broad peak m=6: bias -85.9 D, noise 8.2 D
m=6 added SD along E = 0.0374 MV/cm
m=6 added SD along Er = 0.0289 MV/cm
m=6 fitted widths = 0.1070, 0.0668 MV/cm
m=6 corrected widths = 0.1002, 0.0602 MV/cm
scatter of one map = 0.00076, 0.00110 MV/cm
noisy maps fitted = 40
curve offset = 1.0 uC/cm^2 per MV/cm
m=6 noise with offset: formula 9.02, sampled 9.07 D
charge-first / current noise variance, m=6 = 1.2143
white P noise = 0.20 uC/cm^2
density noise from P: m=1 500.0, m=6 5.49 D
noise x added Er variance, m=40 = 0.006926 uC/cm^2
its large-window limit = 0.006928 uC/cm^2
narrow line: SD 0.0150, FWHM 0.0353 MV/cm
narrow true peak = 2122.1 D
m=1: SD 0.0161, FWHM 0.0380 MV/cm, height 0.928, noise 163.3 D
m=2: SD 0.0184, FWHM 0.0446 MV/cm, height 0.793, noise 56.6 D
m=4: SD 0.0249, FWHM 0.0655 MV/cm, height 0.543, noise 17.2 D
m=6: SD 0.0325, FWHM 0.0914 MV/cm, height 0.385, noise 8.2 D
m=8: SD 0.0407, FWHM 0.1190 MV/cm, height 0.287, noise 4.8 D
cubic m=6: FWHM 0.0576 MV/cm, noise 23.0 D
cubic m=6: height 0.675, lowest lobe -0.028 of true peak
cubic/quadratic noise variance, m=40 = 7.507
ridge, variance of m=6: ell = 0.0203 MV/cm
ridge: noise 18.3 D, FWHM 0.0574 MV/cm
ridge/local noise, equal variance, m=20 = 2.289
ridge/local noise, equal FWHM, m=20 = 0.396
large-window limits = 2.296, 0.396
```
